\section*{Cahill's minimum conductivity and resonant tunnelling in cold glasses}

\section*{Question}

I am comparing two models for the thermal conductivity of a glass below 1 K. In the first, phonons are absorbed resonantly by tunnelling systems, which gives $\kappa\propto T^2$. The second is Cahill's minimum conductivity,
\begin{equation}
\kappa_{\min}=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i v_i\left(\frac{T}{\Theta_i}\right)^2\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx ,\qquad
\Theta_i=\frac{\hbar v_i}{k_B}(6\pi^2n)^{1/3},
\label{cahill}
\end{equation}
with $n$ the number density of atoms and $v_i$ the sound speeds. I was told that this also goes as $T^2$ at low temperature, but lies about 460 times lower if the tunnelling strength is $C=3\times10^{-4}$.

I tried dividing the mean free paths. Cahill takes $\ell=\lambda/2=\pi v/\omega$, and for tunnelling systems I used $\ell=v/(\pi C\omega)$. The ratio is $1/(\pi^2C)=338$, not 460. Where does the rest come from? And why does the density in (\ref{cahill}) not matter?

\section*{Answer}

Your path for tunnelling systems holds when they all sit in their lower state. At temperature $T$ some of those that resonate with thermal phonons are already excited and can be driven to emit, so the net absorption is weaker. That supplies the missing factor.

\subsection*{One formula for both models}

Take an isotropic glass with one longitudinal and two transverse branches, $\omega=v_ik$. A temperature gradient along $z$ shifts the occupation of a mode from its Bose value $N$ by $-\tau v_z(\partial N/\partial T)(dT/dz)$, where $\tau$ is the phonon lifetime. Each mode carries energy $\hbar\omega$ at velocity $v_z$, so
\begin{equation}
\kappa=\frac1V\sum_{\text{modes}}\hbar\omega\frac{\partial N}{\partial T}\,v_z^2\tau,\qquad
\hbar\omega\frac{\partial N}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2},\qquad x=\frac{\hbar\omega}{k_BT}.
\end{equation}
The angular average of $v_z^2$ is $v_i^2/3$, and a branch has $\omega^2/(2\pi^2v_i^3)$ modes per unit volume and frequency. Hence
\begin{equation}
\kappa=\sum_i\frac{k_B}{6\pi^2v_i}\int\omega^2\,\frac{x^2e^x}{(e^x-1)^2}\,\tau_i\,d\omega .
\label{kinetic}
\end{equation}
If $\tau=f(x)/\omega$, substituting $\omega=xk_BT/\hbar$ leaves $T^2$ times a coefficient independent of temperature, provided the integral converges and the cutoff is far above $k_BT$. Both models have this form.

\subsection*{Cahill's model at low temperature}

The path $\lambda/2$ means $\tau=\pi/\omega$, half a period. Equation (\ref{kinetic}) becomes
\begin{equation}
\kappa_{\min}=\frac{k_B^3T^2}{6\pi\hbar^2}\sum_i\frac1{v_i}\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\label{cahill2}
\end{equation}
This is your (\ref{cahill}): the definition of $\Theta_i$ gives $v_i/\Theta_i^2=k_B^2/[\hbar^2v_i(6\pi^2n)^{2/3}]$, so $n^{2/3}$ cancels, and
\begin{equation}
\left(\frac{\pi}{6}\right)^{1/3}\frac1{(6\pi^2)^{2/3}}=\frac{\pi^{1/3-4/3}}{6^{1/3+2/3}}=\frac1{6\pi}.
\end{equation}
The density survives in the upper limit. For $T\ll\Theta_i$ that limit can be sent to infinity, because the omitted tail is of order $(\Theta_i/T)^3e^{-\Theta_i/T}$.

Since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives
\begin{equation}
\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}dx=3\int_0^\infty\frac{x^2}{e^x-1}dx
=3\sum_{m=1}^\infty\int_0^\infty x^2e^{-mx}dx=3\sum_{m=1}^\infty\frac{2}{m^3}=6\zeta(3).
\end{equation}
The boundary term $x^3/(e^x-1)$ vanishes at both ends. Therefore
\begin{equation}
\boxed{\;\kappa_{\min}=\frac{\zeta(3)}{\pi}\,\frac{k_B^3T^2}{\hbar^2}\sum_i\frac1{v_i}\qquad(T\ll\Theta_i)\;}
\label{min}
\end{equation}

In the opposite limit, $T\gg\Theta_i$, the integrand tends to $x$ and the integral to $\frac12(\Theta_i/T)^2$. Then $\kappa_{\min}\to\frac12(\pi/6)^{1/3}k_Bn^{2/3}\sum_iv_i$, which is constant in $T$ and does depend on density.

\subsection*{Resonant absorption, with the thermal factor}

A tunnelling system with asymmetry $\Delta$ and tunnel splitting $\Delta_0$, in a strain $e$, has
\begin{equation}
H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x)+\gamma e\,\sigma_z,\qquad \Delta=E\cos\theta,\quad \Delta_0=E\sin\theta .
\end{equation}
Let $P\,d\Delta\,d\Delta_0/\Delta_0$ be the number per unit volume, with $P$ constant and $\Delta>0$, so $0<\theta<\pi/2$. Since $d\Delta\,d\Delta_0=E\,dE\,d\theta$, this number is $P\,dE\,d\theta/\sin\theta$.

In the basis of energy states, the part of $\gamma e\sigma_z$ that flips the system has magnitude $\gamma e\sin\theta$. For $e=e_0\cos\omega t$, half the amplitude belongs to the absorbing term, and the golden rule gives
\begin{equation}
W=\frac{2\pi}{\hbar}\left(\frac{\gamma e_0\sin\theta}{2}\right)^2\delta(E-\hbar\omega).
\end{equation}
Upward and downward transitions have the same $W$, so net absorption is proportional to the difference of the two populations, $\tanh(E/2k_BT)$. The wave is assumed too weak to disturb them. The absorbed power per unit volume is
\begin{equation}
\int dE\int_0^{\pi/2}\frac{P\,d\theta}{\sin\theta}\,E\,W\tanh\frac{E}{2k_BT}
=\frac{\pi}{2}P\gamma^2e_0^2\,\omega\tanh\frac{\hbar\omega}{2k_BT},
\end{equation}
because $\int_0^{\pi/2}\sin\theta\,d\theta=1$. The wave has mean kinetic and elastic energy densities $\frac14\rho v^2e_0^2$ each, where $\rho$ is the mass density. Dividing by their sum gives, for branch $i$,
\begin{equation}
\frac1{\tau_i}=\pi C_i\,\omega\tanh\frac{\hbar\omega}{2k_BT},\qquad C_i=\frac{P\gamma_i^2}{\rho v_i^2}.
\label{rate}
\end{equation}

This rate was tested by integrating the driven Schr\"odinger equation over 60 periods, with drive $\gamma e_0=2\times10^{-4}\hbar\omega$ and splittings from $0.5$ to $1.5\,\hbar\omega$. For $k_BT/\hbar\omega=0.2$ and $0.7$, the simulated $1/(C\omega\tau)$ was $3.090$ and $1.923$; (\ref{rate}) gives $3.100$ and $1.927$.

Your path drops the $\tanh$, which is justified for $\hbar\omega\gg k_BT$. Now insert (\ref{rate}) in (\ref{kinetic}), using $1/\tanh(x/2)=(e^x+1)/(e^x-1)$:
\begin{equation}
\kappa_{\rm res}=\frac{k_B^3T^2}{6\pi^3\hbar^2}\sum_i\frac1{C_iv_i}\int_0^\infty\frac{x^3e^x(e^x+1)}{(e^x-1)^3}\,dx .
\end{equation}
To do the integral, note that
\begin{equation}
\frac{d}{dx}\frac{e^x}{(e^x-1)^2}=\frac{e^x(e^x-1)-2e^{2x}}{(e^x-1)^3}=-\frac{e^x(e^x+1)}{(e^x-1)^3}.
\end{equation}
Two integrations by parts, with vanishing boundary terms, give
\begin{equation}
\int_0^\infty\frac{x^3e^x(e^x+1)}{(e^x-1)^3}dx=3\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx
=6\int_0^\infty\frac{x}{e^x-1}dx=6\cdot\frac{\pi^2}{6}=\pi^2 ,
\end{equation}
so that
\begin{equation}
\boxed{\;\kappa_{\rm res}=\frac{k_B^3T^2}{6\pi\hbar^2}\sum_i\frac1{C_iv_i}\;}
\label{res}
\end{equation}

\subsection*{The ratio}

If all branches have the same $C$, the sound speeds cancel:
\begin{equation}
\frac{\kappa_{\rm res}}{\kappa_{\min}}=\frac1{6\zeta(3)\,C}=\frac{0.1387}{C}
=\underbrace{\frac1{\pi^2C}}_{338}\times\underbrace{\frac{\pi^2}{6\zeta(3)}}_{1.368}=462
\qquad(C=3\times10^{-4}).
\end{equation}
The first factor is yours. The second is the average of $1/\tanh(x/2)$ over the frequencies that carry heat in Cahill's model. As a test of both thermal averages, (\ref{kinetic}) was replaced by explicit sums over wavevectors in a box. The ratio of the sums was 446 and 454 for grid spacings 0.4 and 0.2 in units of $k_BT/\hbar v$; it converges slowly because the resonant lifetime grows as $1/x^2$ at small $x$. Extrapolating each sum to zero spacing gave $462.2$.

If the $C_i$ differ, $1/C$ is replaced by the average of $1/C_i$ with weights $1/v_i$. The number also rests on Cahill's choice of path: $\ell=\lambda$ would give 231, and $\ell=\lambda/2\pi$ would give 1452.

\subsection*{Numbers for a silica-like glass at 0.5 K}

Take values roughly typical of vitreous silica: $v=5.8$ and $3.8$ km/s, $n=6.6\times10^{22}$ cm$^{-3}$, $\rho=2.2$ g/cm$^3$, and a longitudinal coupling of 1 eV. A common $C$ requires $\gamma_i\propto v_i$, hence a transverse coupling of 0.655 eV. With $\sum_i1/v_i=6.987\times10^{-4}$ s/m and $k_B^3/\hbar^2=0.23665$ W/(s\,K$^3$),
\begin{align}
\kappa_{\min}&=0.3826\times0.23665\times(0.5)^2\times6.987\times10^{-4}\ \text{W/(m K)}=0.0158\ \text{mW/(m K)},\\
\kappa_{\rm res}&=176.8\times0.23665\times(0.5)^2\times6.987\times10^{-4}\ \text{W/(m K)}=7.31\ \text{mW/(m K)},
\end{align}
where $0.3826=\zeta(3)/\pi$ and $176.8=1/(6\pi C)$. In Gaussian units these are 1.58 and 731 erg/(s\,cm\,K).

A transverse wave at $x=3$ has a frequency of 31 GHz. Half its wavelength is 61 nm, while its resonant path is $2.27\times10^4$ nm. The ratio at this one frequency is $338/\tanh(1.5)=373$; lower frequencies, where the two levels are more nearly equally populated by thermal excitation, raise the average to 462.

\subsection*{What the resonant model leaves out}

Three further scattering rates can be added to (\ref{rate}), with $\kappa_{\min}$ held fixed.

\emph{Relaxation.} Strain also shifts the splitting, by $2\gamma e\cos\theta$. The populations follow with a delay $t_r$, which damps the wave. The lagging part of $\gamma\cos\theta$ times the population response gives
\begin{equation}
\frac1{\tau_{\rm rel}}=C\omega\int_0^\infty\!\frac{dE}{k_BT}\,\mathrm{sech}^2\frac{E}{2k_BT}\int_0^{\pi/2}\!d\theta\,\frac{\cos^2\theta}{\sin\theta}\,\frac{\omega t_r}{1+\omega^2t_r^2}.
\end{equation}
The golden rule for emission and absorption of one phonon, whose squared strain amplitude in volume $V$ is $\hbar\omega/(2\rho Vv^2)$, gives
\begin{equation}
\frac1{t_r}=\sin^2\theta\,\frac{E^3}{2\pi\rho\hbar^4}\coth\frac{E}{2k_BT}\sum_i\frac{\gamma_i^2}{v_i^5}.
\end{equation}
This lowers $\kappa_{\rm res}$ by 0.7\% at 0.5 K.

\emph{Rayleigh scattering.} I take a rate $f_0(f/f_0)^4$ at frequency $f=\omega/2\pi$, with $f_0=1$ THz, so that the path equals the wavelength at 1 THz. This is a rough assumption for silica. The loss is 1.4\%.

\emph{Walls.} A rate $v/L$ with $L=5$ mm costs 5.3\%.

Together they remove 6.7\%, which brings the ratio to 431 and the local exponent to 1.99. At 1 K the loss is 12\%. Wall scattering weakens relative to (\ref{rate}) as $T$ rises, so this growth comes from the other two, mainly from Rayleigh scattering. Separately, a longitudinal $C$ larger by 20\% would change 462 to 443.

\subsection*{Beside real glasses}

Measured conductivities of vitreous silica near 1 K are of order 10 mW/(m\,K). By the $T^2$ law, (\ref{res}) gives 29 there, or about 26 after the losses above. Measured exponents are usually somewhat below 2, roughly 1.8 to 1.9. At 0.5 K the three corrections supply only a small part of that reduction. Between 0.5 and 1 K, where the loss grows from 6.7\% to 12\%, they lower the mean exponent to $2+\ln(0.880/0.933)/\ln2=1.92$, but this reduction depends on the rough Rayleigh rate assumed above: with relaxation and walls alone the mean exponent would be about 2.02, and with $f_0=0.7$ or 1.5 THz it would be 1.81 or 1.98, for losses at 1 K of 20\% or 7\%. Below 0.5 K the walls raise the local exponent above 2 (2.07 at 0.1 K), so these terms do not account for the measured exponents there. Many glasses have $C$ between roughly $10^{-4}$ and $10^{-3}$, for which the ratio runs from about 1400 to 140.

The two $T^2$ laws also end at different temperatures. For these parameters $\Theta_i=698$ and 457 K, and (\ref{cahill}) falls 1\% below (\ref{min}) at 49 K. Real glasses leave the tunnelling regime at a few kelvin, where the conductivity flattens into a plateau, so the factor 460 should not be carried above about 1 K.

Nor is (\ref{min}) a prediction for a cold glass. It extrapolates a lifetime of half a period to waves that, in the tunnelling model, survive hundreds of times longer. Cahill's formula is meant for higher temperatures: at 300 K it gives 1055 mW/(m\,K), the order of magnitude found in silica, whereas its own $T^2$ law would give 5694. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
sound speeds long., transv.: 5.8, 3.8 km/s
atom density: 6.60e+22 cm^-3; mass density: 2.2 g/cm^3
couplings long., transv.: 1.00, 0.655 eV
tunnelling strength C: 3.0e-04 (dimensionless)
spectral density P: 8.65e+44 J^-1 m^-3
temperature of example: 0.50 K
rate/(C omega), kT/(hbar omega)=0.2: simulated 3.0900, formula 3.0995
rate/(C omega), kT/(hbar omega)=0.7: simulated 1.9229, formula 1.9269
integral for Cahill: 7.212341; 6 zeta(3): 7.212341
integral for tunnelling: 9.869604; pi^2: 9.869604
mean x of heat carriers: Cahill 3.602, tunnelling 2.923
box sum, Cahill: 0.38263; zeta(3)/pi: 0.38263 (reduced units)
box sum, tunnelling: 176.839; 1/(6 pi C): 176.839 (reduced units)
ratio from box sums: 462.17
ratio 1/(6 zeta(3) C): 462.17; coefficient 1/(6 zeta(3)): 0.13865
factors: 1/(pi^2 C) = 337.74, pi^2/(6 zeta(3)) = 1.3684
ratio if Cahill path were lambda: 231.1; lambda/(2 pi): 1452.0
sum of 1/v: 6.9873e-04 s/m
kB^3/hbar^2: 0.23665 W/(s K^3)
kappa_res: 7.3101 mW/(m K) = 731.0 erg/(s cm K)
kappa_min: 0.01582 mW/(m K) = 1.582 erg/(s cm K)
frequency at x=3: 31.25 GHz
transverse half wavelength at x=3: 60.8 nm
transverse tunnelling path at x=3: 22683 nm
ratio of these paths: 373.1
cutoff temperatures long., transv.: 698, 457 K
exponent of Cahill's full formula at 0.5 K: 2.000000
Cahill at 5 K: full 1.582, T^2 law 1.582 mW/(m K)
Cahill at 50 K: full 156.3, T^2 law 158.2 mW/(m K)
Cahill at 300 K: full 1055, T^2 law 5694 mW/(m K)
Cahill leaves T^2 law by 1% at: 48.6 K
relaxation rate / plateau for slow wave: 0.9968
sample size: 5 mm; Rayleigh path = wavelength at 1 THz
kappa_res lowered by relaxation: 0.685 %
kappa_res lowered by Rayleigh scattering: 1.37 %
kappa_res lowered by sample walls: 5.33 %
lowered by all three at 0.5 K: 6.73 %; at 1 K: 11.97 %
ratio to kappa_min with all three: 431.0
local exponent with all three: 1.987
ratio if longitudinal C is 20% larger: 443.2
relative shift on doubling quadrature nodes: 1.7e-10
\end{verbatim}
